Two-dimensional duality and the 45-degree response of symmetric conductor-dielectric mixtures, part 2

A slab consists of conducting and insulating columns running through its thickness, with an alternating field parallel to its faces. We seek the size and phase of the mean current when the pattern's statistics are unchanged by exchanging the materials and by a 90-degree turn.

Fields vary as exp(iωt), with angular frequency ω > 0. The algebra is in atomic units, with vacuum permittivity 1/(4π); e is the elementary charge in the carrier and tunnelling formulas. In the quasi-static regime curl E = 0, and the total current density J = yE has div J = 0. The admittivity y = σ + iωε/(4π) is y₁ in the conductor (relative permittivity ε₁) and y₂ in the dielectric (relative permittivity ε₂, loss angle δ), with phases φ₁ and φ₂. Ideally, y₁ = σ and y₂ = iωε₂/(4π).

Angle brackets denote cell averages, and E₀ = ⟨E⟩. The effective tensor Y, with ⟨J⟩ = Y⟨E⟩, obeys

⟨y|E|²⟩ = E₀*·Y E₀.   (5)

In an isotropic mixture Y is a single number yₑ, and

yₑ|E₀|² = ⟨y|E|²⟩.   (6)

Rotating the fields by 90 degrees with the matrix R,

E′ = RJ,   J′ = y₁y₂ RE,   (7)

solves the problem with the materials exchanged, whose effective tensor is

Yₛ = y₁y₂ Yᵀ/det Y.   (10)

With both symmetries, a large sample obeys

yₑ = √(y₁y₂),   arg yₑ = (φ₁ + φ₂)/2.   (13)

For ideal materials this gives

yₑ = √(σωε₂/4π) e^(iπ/4).   (14)

With conductor permittivity and dielectric loss,

φ₁ = arctan[ωε₁/(4πσ)],   φ₂ = 90° − δ,

arg yₑ = 45° + φ₁/2 − δ/2.   (15)

If exchange changes the conducting fraction of an isotropic mixture from p to 1 − p,

yₑ(p) yₑ(1 − p) = y₁y₂.   (17)

Finite-element solutions checked (10) on random square tiles and (13) on a checkerboard. For discs filling half the area, with y₁ = 1 and y₂ = 0.01i, the phase was 1.7 degrees with insulating discs and 88.2 degrees with conducting discs.

12. Why two dimensions matter

The proof needs an invertible constant matrix Q that turns every gradient into a divergence-free field. For a potential φ,

div(Q∇φ) = Σᵢⱼ Qᵢⱼ ∂ᵢ∂ⱼφ.

The second derivatives are symmetric in i and j. The sum vanishes for every φ when the symmetric part of Q vanishes, and not otherwise, so Qᵀ = −Q. In three dimensions

det Q = det Qᵀ = det(−Q) = −det Q,

which gives det Q = 0. Such a matrix has no inverse. In two dimensions R is antisymmetric and invertible, which is what the proof used.

The missing proof does not by itself show that the result fails in three dimensions. A cubic network with equal probabilities of conducting and dielectric bonds provides the counterexample. At the contrast of the example below, its mean phase was 1.1 degrees.

13. A random network that keeps the duality

Random patterns can be studied on a square network. Each bond independently has admittance y₁ with probability p and y₂ otherwise. Let a bond have admittance g, voltage v and current i = gv. Draw a second network with one node in each square of the first, so that each new bond crosses one old bond. On the crossing bond set

v′ = i,   i′ = y₁y₂v,

with signs fixed by the 90-degree rotation. The node law Σi = 0 becomes the loop law for v′, and the loop law Σv = 0 becomes the node law for i′. Moreover,

i′ = (y₁y₂/g)v′.

The new network has exchanged bonds and obeys (10). At p = 1/2 it has the same statistics as the original.

Take determinants in (10). For a 2 × 2 matrix a common factor enters squared:

det Yₛ = (y₁y₂/det Y)² det Y = (y₁y₂)²/det Y.

Thus ln det Y + ln det Yₛ = 2 ln(y₁y₂). At p = 1/2 both logarithms have the same average, and

average of ½ ln det Y = ln √(y₁y₂).   (18)

The phases of the two eigenvalues of Y lie between 0 and 90 degrees, by (5) applied to an eigenvector. This fixes the logarithm. The imaginary part of ½ ln det Y is their mean, which we call the sample phase.

Equation (18) holds at any network size. It describes an average over samples and does not say that each sample has a phase of 45 degrees. At a fixed finite size, let the frequency tend to zero. A sample whose conductor wraps the periodic cell along two independent directions has a phase near 0. One with no connection has a phase near 90 degrees. One wrapped along a single direction, which may be a diagonal of the cell, has principal phases near 0 and 90 degrees: its mean is 45 degrees, but it is strongly anisotropic.

Networks 32 bonds wide, with the conductivity and permittivities of the next section, show how the averages and the single samples differ. The uncertainties are standard errors.

1 MHz: mean 45.5 ± 1.7°; scatter of single samples 29°.
10 MHz: mean 46.0 ± 0.9°; scatter 12°.
100 MHz: mean 44.3 ± 0.4°; scatter 4.1°.

These three cases used the ideal admittivities, for which the law gives 45 degrees. At 1000 MHz, with the conductor's permittivity and the dielectric loss included, the mean was 61.7 ± 0.1°, against 61.8° from (15). All four means agree with the law within two standard errors.

For one sample to show the law it must be wide enough. At 10 MHz the scatter fell from 30 degrees for networks 8 bonds wide to 6.6 degrees for networks 64 bonds wide.

14. A worked example

Consider a columnar composite with rough values suggested by lightly lithium-doped nickel oxide and silica. The conductor has σ = 0.010 S/cm and relative permittivity 12. The dielectric has relative permittivity 3.9 and loss tangent 0.001. The columns are 1000 nm wide, the slab is 100000 nm thick and 1 mm across, and the temperature is 300 K. The frequency is f = 10 MHz.

In laboratory units 1/(4π) is replaced by the vacuum permittivity ε₀. The dielectric admittivity has modulus

|y₂| = 2πf ε₀ε₂ = 2.17 × 10⁻⁵ S/cm.

The contrast is

K = σ/|y₂| = 0.010/(2.17 × 10⁻⁵) ≈ 461,

and the effective modulus is

|yₑ| = √(0.010 × 2.17 × 10⁻⁵) S/cm = 4.66 × 10⁻⁴ S/cm.

In atomic units this is 1.01 × 10⁻⁸. The ideal phase is 45 degrees, so the real part is |yₑ|/√2 = 3.29 × 10⁻⁴ S/cm. With the conductor's permittivity and the dielectric loss, (15) gives 45.2 degrees. The conductor's permittivity alone would add 5 degrees at 264 MHz, where φ₁ reaches 10 degrees.

15. The field inside the dielectric

In the ideal mixture the imaginary part of (6) comes from the dielectric alone. The dielectric fills half the area, so with ⟨|E|²⟩_d averaged over the dielectric,

½|y₂|⟨|E|²⟩_d = Im yₑ |E₀|².

Equation (14) gives Im yₑ = √(σ|y₂|)/√2. Therefore

⟨|E|²⟩_d = √2 √(σ/|y₂|) |E₀|² = √(2K) |E₀|².

The root-mean-square field in the dielectric is larger than the applied field by

(2K)^(1/4) = 5.5.   (19)

For an applied amplitude of 1.0 × 10⁻⁴ MV/cm it is 5.5 × 10⁻⁴ MV/cm. This is about 5.5 × 10⁻⁵ of a rough breakdown field of 10 MV/cm for silica. The estimate concerns an area average; the field near sharp corners can be much higher.

The mean heating power is ½ Re yₑ |E₀|². With E₀ = 100 V/cm,

½ × 3.29 × 10⁻⁴ × 100² W/cm³ = 1.65 W/cm³.

The temperature rise depends on how the slab is cooled.

16. Effects that break the symmetry

The phase is sensitive to composition. At 10 MHz, 32-bond networks with conducting fractions 0.48 and 0.52 gave mean phases of 56.7 and 35.5 degrees. The phase therefore changes by

(56.7° − 35.5°)/4 ≈ 5.3°

for each percentage point. Their sum, 92.2 ± 2.4 degrees, agrees with (17). A sharper check at 100 MHz, with 24-bond networks and fractions 0.40 and 0.60, gave 89.8 ± 0.6 degrees. The slope has a sampling uncertainty of a few tenths of a degree and should be read as 5 to 6 degrees per point. It belongs to this network, and its use for the slab is an estimate.

A space-charge layer can have a similar effect. With an assumed mobility μ = 0.10 cm²/Vs, the carrier density is n = σ/(eμ) = 6.2 × 10¹⁷ cm⁻³. The Debye length is

λ = √[ε₀ε₁k_BT/(e²n)] = 5.2 nm,

with k_B Boltzmann's constant and T the temperature. In a random pattern of squares of edge w, there are two edges per square and half of them are interfaces. The interface length per area is thus 1/w. If a rim of width λ stops conducting, the conductor loses an area fraction λ/w = 0.52 percentage points. By the slope above, this loss of area alone would raise the phase by about 2.8 degrees. The estimate leaves out the contacts between conducting regions. Where conducting squares meet only at corners, even a thin rim separates them, and the phase can rise much further. In a regular checkerboard the rim isolates every conducting square, and at this contrast the response becomes nearly capacitive. The area estimate is therefore meant for patterns with smooth boundaries, whose conducting necks are much wider than λ. Strong band bending can make the layer wider.

Tunnelling acts in the opposite direction. For a barrier of 3.0 eV let κ be the decay constant of the wave function, evaluated with the free-electron mass, and d the gap width. Take the transmission at transverse wave number q as exp(−2κd − q²d/κ), for q much smaller than κ. Summing over transverse states and both spins gives the conductance per area

G = (2e²/h) ∫ d²q/(2π)² exp(−2κd − q²d/κ) = [e²κ/(2πhd)] exp(−2κd),

where h is Planck's constant. The gap's displacement admittance per area is |y₂|/d. The two are equal at d = 0.96 nm. Moving each interface by half this distance adds 0.048 percentage points of conductor. Counted as area alone, this lowers the phase by about 0.25 degrees. The formula assumes metal-like electrodes. The gap also depends on the mass in the barrier: with 0.4 to 0.5 of the free mass, as is usual for silica, the same formula gives 1.3 to 1.4 nm. The conductor in this example has far fewer carriers than a metal, which reduces the tunnelling and shortens the gap. The value 0.96 nm therefore gives only the order of magnitude. The area estimate again leaves out the contacts: where conducting corners touch or almost touch, tunnelling can join them and lower the phase by many degrees.

The slab is 1000 columns across. If distant regions contribute independently, the scatter falls as the inverse of the width. Extending the 64-bond value gives 6.6° × 64/1000 ≈ 0.4° at 10 MHz. At lower frequency the contrast is higher and a wider sample is needed.

Fields also leave the two faces of the slab. If they reach about one column width into surroundings with the dielectric's permittivity, they add about 2 × 1000/100000 = 2% to the dielectric response. By the square root in (14) the modulus changes by about 1%. The electromagnetic penetration scale, √[2/(ωμ₀|yₑ|)] with μ₀ the vacuum permeability, is 74 cm. This is far larger than the slab, as the quasi-static treatment requires.

17. Comparison with real composites

The permittivities are ordinary rough values for nickel oxide and silica. The conductivity and mobility of doped nickel oxide vary widely with doping and preparation, so the values used here indicate a regime and do not describe a particular specimen. The thickness of 100000 nm was chosen to keep the field nearly planar. Exchange symmetry has to be checked for any real composite. One material may coat the other or form a continuous matrix even at equal fractions. A one-point imbalance already moves the phase by about 5 degrees in the network estimate, and the disc patterns show that a matrix structure can move it almost to 0 or 90 degrees.

Temperature mainly affects the modulus. If conduction is activated with energy 0.30 eV and the permittivities are held fixed, |yₑ| varies as √σ and rises by a factor of 2.3 from 300 K to 350 K. The ideal phase stays at 45 degrees. A specimen can be expected to show this phase over a range of frequencies if it is columnar, isotropic and exchange-symmetric, if it is wide enough for the lowest frequency, and if, throughout the range, the current in its conductor stays nearly in phase with the field and its dielectric has little loss. Layers at the interfaces must also neither cut nor create connections between conducting regions, since either change breaks the exchange symmetry. The numerical output below gives the values used here.

Values computed for the example and the checks

```
Conductor conductivity: 0.010 S/cm
Relative permittivities, conductor/dielectric: 12.0 / 3.9
Dielectric loss tangent: 1.0e-03
Feature width and thickness: 1000, 100000 nm
Lateral sample size: 1.0 mm
Temperature: 300 K; frequency: 10 MHz
Dielectric admittivity modulus: 2.1697e-05 S/cm
Admittivity contrast: 460.9
Effective modulus: 4.6580e-04 S/cm = 1.0126e-08 a.u.
Effective real part: 3.2937e-04 S/cm
Ideal effective phase: 45.000 deg
Continuum exchange errors, 5/10/20 cells per tile edge: 1.721 / 0.456 / 0.118 %
Checkerboard test, y1=1, y2=0.5i: modulus 0.7080, phase 45.014 deg
Checkerboard formula modulus: 0.7071
Half-area discs, y1=1, y2=0.01i, insulating discs: 1.70 deg
Same with conducting discs: 88.22 deg
Finite-network duality relative error: 2.0e-14
32 by 32 networks (last frequency uses full admittivities):
 1 MHz, 300 samples: phase 45.45 +/- 1.68, law 45.00 deg
   single-sample scatter 29.03 deg; modulus/law 0.991, log error 0.040
 10 MHz, 200 samples: phase 46.03 +/- 0.88, law 45.00 deg
   single-sample scatter 12.39 deg; modulus/law 0.975, log error 0.015
 100 MHz, 100 samples: phase 44.27 +/- 0.41, law 45.00 deg
   single-sample scatter 4.07 deg; modulus/law 1.007, log error 0.007
 1000 MHz, 100 samples: phase 61.72 +/- 0.09, law 61.83 deg
   single-sample scatter 0.90 deg; modulus/law 1.002, log error 0.002
Phase at conductor fractions 0.48 / 0.52: 56.66 / 35.54 deg
Their sum: 92.21 +/- 2.36 deg
100 MHz, fractions 0.40 / 0.60: 67.00 / 22.77 deg
Their sum: 89.77 +/- 0.60 deg
Phase loss per +1 percentage point conductor: 5.28 deg
Sample phase scatter at 10 MHz, 8 / 64 cells wide: 30.30 / 6.61 deg
Estimated scatter for the lateral sample: 0.42 deg
Three-dimensional network phase, equal fractions: 1.11 deg
Phase with conductor permittivity and dielectric loss: 45.163 deg
Frequency for +5 deg from conductor permittivity: 264.1 MHz
Assumed mobility: 0.10 cm2/Vs
Carrier density: 6.24e+17 cm^-3; Debye length: 5.24 nm
Lost-rim estimate: 0.52 percentage points, 2.77 deg
Tunnelling barrier: 3.0 eV; crossover gap: 0.96 nm
Tunnelling displacement: 0.048 percentage points, 0.25 deg
Stray-field addition to dielectric response, size estimate: 2.0 %
Applied field amplitude: 1.0e-04 MV/cm
Dielectric rms field enhancement: 5.51; local field: 5.51e-04 MV/cm
Rough breakdown field: 10 MV/cm; local/breakdown: 5.5e-05
Mean heating power: 1.65 W/cm3
Hopping activation energy: 0.30 eV
Modulus factor from 300 to 350 K: 2.29
Electromagnetic penetration scale: 73.7 cm
```
